# How Intrinsic Atomic Orbitals Exactly Contain the Occupied Hartree-Fock Orbitals: a program that tests the result

```python
# Intrinsic atomic orbitals (IAOs). Large basis B1 (n1 functions, overlap S1), minimal basis B2
# (n2, overlap S2), cross overlap S12, N occupied orbitals C. P12=S1^-1 S12, P21=S2^-1 S21,
# M=range P12, X=P12 P21 C (depolarized), G=C^+ S12 P21 C, H=X^+ S1 X, O and Ot projectors on
# C and X, T=O Ot+(1-O)(1-Ot), A=T P12. Under test, for invertible G:
# C=A P21 C G^-1; rank A=rank S12; singular values of T are cos(theta_k) twice and ones, with
# theta_k the principal angles between C and X; cos^2 theta=eig(G H^-1 G);
# g_k<=cos^2 theta_k<=m_k (g: angles of C with B2, m: angles of C with M); |T-1|=sin(theta_max).
# Independent road: projectors from SVD of explicit vectors F1, F2 in an orthonormal ambient space.
import numpy as np, sympy as sp
from scipy.linalg import orth, solve, eigh, svdvals, block_diag, qr
from scipy.constants import physical_constants as pc
from pyscf import gto, scf, lib
from pyscf.lo import iao as pyscf_iao
lib.num_threads(1)
rng = np.random.default_rng(7)
EV = pc['Hartree energy in eV'][0]
TOL, RC = 1e-8, 1e-9
dag = lambda a: a.conj().T
close = lambda a, b, t=TOL: np.abs(a - b).max() < t
def mpow(S, p):
    w, v = eigh(S); return (v * w**p) @ dag(v)
def proj(Y, rc=RC):
    q = orth(Y, rc); return q @ dag(q)
def cosines(Y, Z):
    return svdvals(dag(orth(Y, RC)) @ orth(Z, RC))
def eig_desc(a):
    return eigh((a + dag(a)) / 2, eigvals_only=True)[::-1]
def crand(*s):
    return rng.normal(size=s) + 1j * rng.normal(size=s)

def iao_matrices(S1, S2, S12, C):
    P12 = solve(S1, S12); P21 = solve(S2, dag(S12))
    X = P12 @ P21 @ C; H = dag(X) @ S1 @ X; G = dag(C) @ S12 @ P21 @ C
    Ct = X @ mpow(H, -0.5)
    O = C @ dag(C) @ S1; Ot = Ct @ dag(Ct) @ S1; one = np.eye(len(S1))
    T = O @ Ot + (one - O) @ (one - Ot)
    return dict(A=T @ P12, T=T, P12=P12, P21=P21, G=G, H=H, Ct=Ct, O=O, Ot=Ot)

def ambient_iao(F1, F2, psi, Y, rc=RC):
    P1, O, Oy = proj(F1), proj(psi), proj(Y, rc)
    return (O @ Oy + (P1 - O) @ (P1 - Oy)) @ P1 @ F2
def residual(psi, A):
    return np.linalg.norm(psi - proj(A) @ psi)

def check(F1, F2, C, expected_rank, nested=False):
    S1, S2, S12 = dag(F1) @ F1, dag(F2) @ F2, dag(F1) @ F2
    n1, n2, N = F1.shape[1], F2.shape[1], C.shape[1]
    r = iao_matrices(S1, S2, S12, C); A = r['A']
    psi = F1 @ C; P1, P2 = proj(F1), proj(F2); PM = proj(P1 @ F2)
    Xa = P1 @ P2 @ psi; Aa = ambient_iao(F1, F2, psi, Xa)
    assert close(F1 @ A, Aa)
    r['res'] = residual(psi, Aa); assert r['res'] < TOL
    assert close(A @ r['P21'] @ C @ np.linalg.inv(r['G']), C, 1e-7)
    r['rank'] = orth(Aa, RC).shape[1]
    assert r['rank'] == expected_rank == np.linalg.matrix_rank(S12, 1e-9)
    S2t = dag(S12) @ r['P12']
    assert eig_desc(S2 - S2t)[-1] > -TOL and eig_desc(r['G'] - r['H'])[-1] > -TOL
    c = cosines(psi, Xa); g = eig_desc(r['G']); m = eig_desc(dag(psi) @ PM @ psi)
    assert close(g, cosines(psi, F2)**2)
    assert close(c**2, eig_desc(r['G'] @ solve(r['H'], r['G'])))
    assert np.all(g <= c**2 + TOL) and np.all(c**2 <= m + TOL)
    if nested:
        assert close(g, m)
    else:
        assert (m - g).max() > 1e-6
    Sh, Sm = mpow(S1, 0.5), mpow(S1, -0.5)
    To = Sh @ r['T'] @ Sm
    assert close(np.sort(svdvals(To)), np.sort(np.r_[c, c, np.ones(n1 - 2 * N)]))
    assert close(r['T'] @ r['Ot'], r['O'] @ r['T'], 1e-7)
    D = proj(psi) - proj(Xa); D2 = D @ D
    D2c = Sm @ dag(F1) @ D2 @ F1 @ Sm
    assert close(dag(To) @ To, np.eye(n1) - D2c) and close(To @ dag(To), np.eye(n1) - D2c)
    smax = np.sqrt(1 - c[-1]**2)
    assert abs(svdvals(To - np.eye(n1))[0] - smax) < TOL
    dA = A - r['P12']; shift = dag(dA) @ S1 @ dA
    assert close(shift, dag(F2) @ D2 @ F2)
    r['shift'] = np.sqrt(np.diag(shift).real); r['pnorm'] = np.sqrt(np.diag(S2t).real)
    assert np.all(r['shift'] <= smax * r['pnorm'] + TOL)
    if expected_rank == n2:
        w = eigh(dag(A) @ S1 @ A, S2t, eigvals_only=True)
        assert abs(w[0] - c[-1]**2) < TOL and w[-1] < 1 + TOL
        L = A @ mpow(dag(A) @ S1 @ A, -0.5)
        occ = eig_desc(dag(L) @ S1 @ r['O'] @ L)
        assert close(occ, np.r_[np.ones(N), np.zeros(n2 - N)])
        r.update(L=L, w=w)
    # other reference spaces: inside M spanning survives, outside M it fails
    assert residual(psi, ambient_iao(F1, F2, psi, PM @ psi)) < TOL
    assert close(cosines(psi, PM @ psi)**2, m)
    Z = (P1 - PM) @ rng.normal(size=psi.shape); Z /= np.linalg.norm(Z, axis=0)
    r['res_out'] = residual(psi, ambient_iao(F1, F2, psi, Xa + 0.3 * Z))
    assert r['res_out'] > 1e-3
    r['miss'] = 2 * residual(psi, ambient_iao(F1, F2, psi, psi))**2
    assert abs(r['miss'] - 2 * np.sum(1 - m)) < TOL and r['miss'] > 1e-4
    # invariance under occupied mixing, covariance under B2 mixing
    U = qr(crand(N, N))[0]; R = np.eye(n2) + 0.2 * rng.normal(size=(n2, n2))
    assert close(iao_matrices(S1, S2, S12, C @ U)['A'], A, 1e-7)
    assert close(iao_matrices(S1, R.T @ S2 @ R, S12 @ R, C)['A'], A @ R, 1e-7)
    r.update(g=g, c2=c**2, m=m, smax=smax)
    return r

# one plane: T equals cos(theta) times a rotation
th = sp.symbols('theta', real=True)
u = sp.Matrix([sp.cos(th), sp.sin(th)]); Os = sp.diag(1, 0); Ots = u * u.T; I2 = sp.eye(2)
Ts = Os * Ots + (I2 - Os) * (I2 - Ots)
rot = sp.Matrix([[sp.cos(th), sp.sin(th)], [-sp.sin(th), sp.cos(th)]])
assert sp.simplify(Ts - sp.cos(th) * rot) == sp.zeros(2)

# complex random models: generic, nested, one B2 function orthogonal to B1
F1 = crand(20, 12) / 6; C0 = crand(12, 3)
C0 = C0 @ mpow(dag(C0) @ dag(F1) @ F1 @ C0, -0.5)
F2 = crand(20, 6) / 6
rg = check(F1, F2, C0, 6)
rn = check(F1, proj(F1) @ F2, C0, 6, nested=True)
F2d = F2.copy(); F2d[:, 0] -= proj(F1) @ F2d[:, 0]
rd = check(F1, F2d, C0, 5)
print("random models n1=12 n2=6 N=3: IAO rank generic/nested/deficient =",
      rg['rank'], rn['rank'], rd['rank'])

# N2, RHF/def2-TZVP, minimal basis MINAO
Rb = 2.08
atoms = [('N', (0, 0, -Rb / 2)), ('N', (0, 0, Rb / 2))]
mol = gto.M(atom=atoms, unit='Bohr', basis='def2-tzvp', verbose=0)
ref = gto.M(atom=atoms, unit='Bohr', basis='minao', verbose=0)
mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-12; mf.conv_tol_grad = 1e-8
E = mf.kernel(); assert mf.converged
N = mol.nelectron // 2; C = mf.mo_coeff[:, :N]
S1 = mol.intor('int1e_ovlp'); S2 = ref.intor('int1e_ovlp')
S12 = gto.intor_cross('int1e_ovlp', mol, ref); n1, n2 = S12.shape
w, v = eigh(np.block([[S1, S12], [S12.T, S2]]))
F = np.sqrt(np.clip(w, 0, None))[:, None] * v.T
F1, F2 = F[:, :n1], F[:, n1:]
r = check(F1, F2, C, n2); L = r['L']
assert close(r['A'], pyscf_iao.iao(mol, C, minao='minao'), 1e-7)
pop = np.diag(L.T @ S1 @ mf.make_rdm1() @ S1 @ L)
labels = [" ".join(s.split()) for s in ref.ao_labels()]
px = [i for i, s in enumerate(labels) if 'px' in s]
assert abs(pop.sum() - mol.nelectron) < TOL and close(pop[px], 1.0)
Rot = block_diag(*[qr(rng.normal(size=(n2 // 2, n2 // 2)))[0] for _ in range(2)])
A2 = iao_matrices(S1, Rot.T @ S2 @ Rot, S12 @ Rot, C)['A']
assert close(A2 @ mpow(A2.T @ S1 @ A2, -0.5), L @ Rot, 1e-7)
# tolerance 1e-6 reflects the SCF gradient threshold
eps, vec = eigh(L.T @ mf.get_fock() @ L)
assert close(eps[:N], mf.mo_energy[:N], 1e-6)
assert np.all(eps[N:] >= mf.mo_energy[N:n2] - 1e-6)
Ci = L @ vec[:, :N]
E_iao = mf.energy_tot(2 * Ci @ Ci.T); E_dep = mf.energy_tot(2 * r['Ct'] @ r['Ct'].T)
assert abs(E_iao - E) < 1e-8 and E_dep - E > 1e-3
# minimal basis without 2px: one occupied pi_u orbital is orthogonal to it
keep = [i for i in range(n2) if i not in px]; F2c = F2[:, keep]; psi = F1 @ C
gmin_cut = eig_desc(psi.T @ proj(F2c) @ psi)[-1]
Ac = ambient_iao(F1, F2c, psi, proj(F1) @ proj(F2c) @ psi, 1e-6)
lost = residual(psi, Ac)**2
assert abs(gmin_cut) < 1e-10 and abs(lost - 1) < TOL and len(keep) >= N

fmt = lambda a, d=6: " ".join(f"{x:.{d}f}" for x in a)
print(f"N2 bond length R = {Rb:.2f} bohr; RHF/def2-TZVP; B2 = MINAO")
print(f"n1 = {n1}, n2 = {n2}, N = {N}, IAO rank = {r['rank']}, valence virtuals = {r['rank'] - N}")
print(f"smallest eigenvalue of S1 = {eig_desc(S1)[-1]:.3e}")
print("g_k          =", fmt(r['g']))
print("cos^2theta_k =", fmt(r['c2']))
print("m_k          =", fmt(r['m']))
print(f"theta_max = {np.degrees(np.arcsin(r['smax'])):.3f} deg, sin theta_max = {r['smax']:.5f}")
print(f"eig(A^+S1A, S21 P12): min = {r['w'][0]:.6f}, max = {r['w'][-1]:.6f}")
print(f"occupied residual norm in IAO span = {r['res']:.1e}")
print(f"occupied residual norm, reference space outside M = {r['res_out']:.4f}")
print(f"electrons missed by bare P12 basis = {r['miss']:.5f}")
for i in range(n2 // 2):
    print(f"{labels[i]}: |P12 rho| = {r['pnorm'][i]:.6f}, shift = {r['shift'][i]:.5f}, "
          f"population = {pop[i]:.5f} electrons")
print(f"population atom 0 = {pop[:n2 // 2].sum():.6f}, total = {pop.sum():.8f} electrons")
print("occupied eps canonical (hartree) =", fmt(mf.mo_energy[:N], 5))
print("occupied eps IAO Fock  (hartree) =", fmt(eps[:N], 5))
print("lowest canonical virtuals (hartree) =", fmt(mf.mo_energy[N:n2], 5))
print("IAO valence virtuals      (hartree) =", fmt(eps[N:], 5))
print(f"E(RHF) = {E:.8f} hartree")
print(f"E(determinant from IAO Fock) = {E_iao:.8f} hartree")
print(f"E(depolarized determinant) = {E_dep:.8f} hartree")
print(f"depolarization energy rise = {E_dep - E:.5f} hartree = {(E_dep - E) * EV:.3f} eV")
print(f"without 2px: n2 = {len(keep)}, |smallest g| = {abs(gmin_cut):.1e}, "
      f"rank = {orth(Ac, RC).shape[1]}, orbitals lost = {lost:.6f}")
print("all good")
```

Running it gives:

```
random models n1=12 n2=6 N=3: IAO rank generic/nested/deficient = 6 6 5
N2 bond length R = 2.08 bohr; RHF/def2-TZVP; B2 = MINAO
n1 = 62, n2 = 10, N = 7, IAO rank = 10, valence virtuals = 3
smallest eigenvalue of S1 = 2.170e-04
g_k          = 0.999997 0.999997 0.999652 0.999423 0.991180 0.991180 0.953192
cos^2theta_k = 0.999999 0.999999 0.999699 0.999464 0.991303 0.991303 0.953262
m_k          = 0.999999 0.999999 0.999699 0.999464 0.991303 0.991303 0.953262
theta_max = 12.485 deg, sin theta_max = 0.21619
eig(A^+S1A, S21 P12): min = 0.953262, max = 1.000000
occupied residual norm in IAO span = 3.0e-15
occupied residual norm, reference space outside M = 0.7642
electrons missed by bare P12 basis = 0.12994
0 N 1s: |P12 rho| = 0.999999, shift = 0.00130, population = 1.99397 electrons
0 N 2s: |P12 rho| = 0.999986, shift = 0.06418, population = 1.58368 electrons
0 N 2px: |P12 rho| = 0.999942, shift = 0.07646, population = 1.00000 electrons
0 N 2py: |P12 rho| = 0.999942, shift = 0.07646, population = 1.00000 electrons
0 N 2pz: |P12 rho| = 0.999956, shift = 0.16855, population = 1.42235 electrons
population atom 0 = 7.000000, total = 14.00000000 electrons
occupied eps canonical (hartree) = -15.68467 -15.68120 -1.46921 -0.77950 -0.63388 -0.61272 -0.61272
occupied eps IAO Fock  (hartree) = -15.68467 -15.68120 -1.46921 -0.77950 -0.63388 -0.61272 -0.61272
lowest canonical virtuals (hartree) = 0.15240 0.15240 0.36346
IAO valence virtuals      (hartree) = 0.21650 0.21650 1.09724
E(RHF) = -108.98748924 hartree
E(determinant from IAO Fock) = -108.98748924 hartree
E(depolarized determinant) = -108.74212840 hartree
depolarization energy rise = 0.24536 hartree = 6.677 eV
without 2px: n2 = 8, |smallest g| = 2.2e-16, rank = 8, orbitals lost = 1.000000
all good
```
